\section*{Power transmission of a Gaussian beam with two-photon absorption in silicon}

\section*{Question}

I am working on an exercise about two-photon absorption in a silicon wafer. A Gaussian beam enters a thin sample, and I am asked to show that the fraction of its power that gets through is $\ln(1+q)/q$, where $q$ is ``on-axis intensity times absorption coefficient times length''. Then I have to evaluate it for $q=1$.

I can solve the absorption equation on the axis. It gives a transmission of $1/(1+q)$, which is $1/2$ for $q=1$. Since the rest of the beam is weaker, I tried putting the average intensity $I_0/2$ into the same formula. That gives $1/(1+q/2)=2/3$, which is still not a logarithm. Averaging the local transmission over the area is worse: the plane is infinite and almost all of it is dark, so the average tends to 1.

Which average is the right one, and why is $2/3$ wrong? I am also puzzled by the units. An absorption coefficient in $\mathrm{cm^{-1}}$ times a length is already dimensionless, so how can I multiply by an intensity as well? Finally, would the result mean anything for a real wafer and a short laser pulse?

\section*{Answer}

The right average weights each part of the beam by the power it carries. You must solve the absorption equation separately at each radius first, and add up the powers afterwards. Your $2/3$ averages first and solves second. The order matters because the absorption is nonlinear.

\subsection*{The coefficient and the local law}

The coefficient here is the two-photon coefficient $\beta$, defined by
\begin{equation}
\frac{dI}{dz}=-\beta I^2 .
\label{local}
\end{equation}
The loss goes as $I^2$ because two photons must be absorbed together. The left side is an intensity per length, so $\beta$ has the units of length per power, for example cm/GW. Then
\begin{equation}
q=\beta I_0L
\end{equation}
is dimensionless. A linear coefficient $\alpha$, in $\mathrm{cm^{-1}}$, belongs to the different law $dI/dz=-\alpha I$.

Let the intensity just inside the front face be
\begin{equation}
I(r,0)=I_0u,\qquad u=e^{-2r^2/w^2},
\end{equation}
so that $w$ is the radius at which the intensity has fallen to $1/e^2$ of its axial value. I take two-photon absorption as the only loss. ``Thin'' means that no appreciable power moves sideways within the length $L$, so each radius can be treated by itself. It does not mean that little light is absorbed: $q$ may be large.

Divide \eqref{local} by $-I^2$. Since $d(1/I)/dz=-(1/I^2)\,dI/dz$,
\begin{equation}
\frac{d}{dz}\left(\frac1I\right)=\beta
\quad\Longrightarrow\quad
\frac1{I(r,L)}=\frac1{I_0u}+\beta L .
\end{equation}
Putting the right side over the common denominator $I_0u$ and inverting gives
\begin{equation}
I(r,L)=\frac{I_0u}{1+\beta LI_0u}=\frac{I_0u}{1+qu}.
\label{out}
\end{equation}
On the axis $u=1$, and the transmission is your $1/(1+q)$. Far from the axis $u\to0$, and the local transmission $1/(1+qu)$ tends to 1.

\subsection*{Adding up the power}

A ring of radius $r$ and width $dr$ has area $2\pi r\,dr$. To use $u$ as the variable, differentiate it:
\begin{equation}
du=-\frac{4r}{w^2}\,u\,dr
\quad\Longrightarrow\quad
2\pi r\,dr=-\frac{\pi w^2}{2}\frac{du}{u}.
\end{equation}
As $r$ runs from 0 to $\infty$, $u$ runs from 1 down to 0. Reversing the limits removes the minus sign. The input power is therefore
\begin{equation}
P_{\rm in}=\frac{\pi w^2}{2}\int_0^1 I_0u\,\frac{du}{u}
=\frac{\pi w^2I_0}{2}.
\label{pin}
\end{equation}
The factor $u$ from the intensity has cancelled the $1/u$ from the area. Equal steps in $u$ thus carry equal input power: in a Gaussian beam, the power is spread uniformly over relative intensities from 0 to 1.

The same cancellation occurs at the exit. From \eqref{out},
\begin{align}
P_{\rm out}
&=\frac{\pi w^2}{2}\int_0^1\frac{I_0u}{1+qu}\,\frac{du}{u}
=\frac{\pi w^2I_0}{2}\int_0^1\frac{du}{1+qu}\nonumber\\
&=\frac{\pi w^2I_0}{2}\left[\frac{\ln(1+qu)}{q}\right]_0^1
=\frac{\pi w^2I_0}{2}\,\frac{\ln(1+q)}{q}.
\label{pout}
\end{align}
Dividing by \eqref{pin} gives the required transmission,
\begin{equation}
T=\frac{P_{\rm out}}{P_{\rm in}}=\frac{\ln(1+q)}{q},
\qquad T(1)=\ln2\approx0.693 .
\label{main}
\end{equation}
So 69.3\% of the power is transmitted and 30.7\% is absorbed, although half of the intensity is lost on the axis.

\subsection*{What your $2/3$ describes}

Your average intensity was correct: $u$ is uniform over the power, so its power-weighted mean is $1/2$. But the mean of $1/(1+qu)$ is not $1/(1+q/2)$. The function is convex, so its mean lies above its value at the mean, and $\ln2$ is indeed larger than $2/3$.

There is a situation in which $2/3$ is right. Suppose that the beam is forced to keep its Gaussian shape as it loses power, as a mode of fixed shape would be in a waveguide. Integrate \eqref{local} over the cross-section, with $I_0(z)$ now the axial intensity at depth $z$:
\begin{equation}
\frac{dP}{dz}=-\beta\,\frac{\pi w^2}{2}\int_0^1I_0^2(z)\,u^2\,\frac{du}{u}
=-\beta\,\frac{\pi w^2I_0^2(z)}{4}.
\end{equation}
Since $I_0(z)=2P/(\pi w^2)$, this becomes $dP/dz=-\beta P^2/(\pi w^2)$. It has the form of \eqref{local}, so
\begin{equation}
\frac{P(L)}{P(0)}=\frac1{1+\beta P(0)L/(\pi w^2)}=\frac1{1+q/2},
\end{equation}
where $P(0)/(\pi w^2)=I_0/2$ was used. The fixed shape keeps refilling the centre, where absorption is strongest, so more power is lost. In a thin wafer there is no such refilling, and the beam changes shape instead.

To see the change, find where the exit intensity is half its axial value:
\begin{equation}
\frac{u}{1+qu}=\frac{1}{2(1+q)}
\;\Longrightarrow\; 2u+2qu=1+qu
\;\Longrightarrow\; u=\frac1{2+q}.
\end{equation}
Because $r=w\sqrt{\ln(1/u)/2}$, the half-maximum radius is $w\sqrt{\ln(2+q)/2}$ at the exit, against $w\sqrt{\ln2/2}$ at the entry. The centre is eaten away and the profile becomes flatter.

\subsection*{Weak and strong absorption}

For small $q$, use $\ln(1+q)=q-q^2/2+q^3/3-\dots$:
\begin{equation}
T=1-\frac q2+\frac{q^2}{3}-\dots,
\qquad
\frac1{1+q}=1-q+q^2-\dots
\end{equation}
To first order the whole beam loses half the fraction that the axis loses. This is the mean value $1/2$ of $u$ again.

For large $q$ the two results separate. At $q=10$ the axial transmission is 0.091, while $T=0.240$. The axial output intensity $I_0/(1+q)$ saturates at $1/(\beta L)$ as $I_0$ grows. The output power does not saturate: putting $I_0/q=1/(\beta L)$ into \eqref{pout} gives
\begin{equation}
P_{\rm out}=\frac{\pi w^2}{2\beta L}\ln(1+q),
\end{equation}
which keeps growing logarithmically at fixed $w$, because ever wider rings of the beam come close to the saturated intensity.

The difference matters when $\beta$ is deduced from a measured power. If $T=0.693$ is put into the axial formula, it gives $q'=1/T-1=0.443$ instead of 1. The deduced $\beta$ is then too small by a factor of 2.26.

\subsection*{If there is linear loss too}

With $dI/dz=-\alpha I-\beta I^2$, write $I=Je^{-\alpha z}$. The product rule produces a term $-\alpha I$, which cancels the linear loss and leaves
\begin{equation}
\frac{dJ}{dz}=-\beta e^{-\alpha z}J^2
\;\Longrightarrow\;
\frac1{J(L)}=\frac1{J(0)}+\beta L_{\rm eff},
\quad
L_{\rm eff}=\frac{1-e^{-\alpha L}}{\alpha}.
\end{equation}
The radial integral is unchanged, so $T=e^{-\alpha L}\ln(1+q_{\rm e})/q_{\rm e}$ with $q_{\rm e}=\beta I_0L_{\rm eff}$. As $\alpha\to0$, $L_{\rm eff}\to L$ and \eqref{main} returns.

\subsection*{Numbers for a silicon wafer}

At 1550 nm a photon has 0.80 eV. This is less than silicon's gap of about 1.12 eV, but two photons together have 1.60 eV, which is enough. Take a wafer with $L=0.5$ mm and the rough typical value $\beta=0.8$ cm/GW. Setting $q=1$ fixes the intensity inside the wafer:
\begin{equation}
I_0=\frac{1}{\beta L}
=\frac{1}{(0.8\ \mathrm{cm/GW})(0.05\ \mathrm{cm})}
=25\ \mathrm{GW/cm^2}.
\end{equation}
For $w=100\ \mu$m $=0.01$ cm,
\begin{equation}
P_{\rm in}=\frac{\pi(0.01\ \mathrm{cm})^2(25\ \mathrm{GW/cm^2})}{2}
=3.93\ \mathrm{MW}.
\end{equation}
The output is $0.693\times3.93=2.72$ MW, and 1.21 MW is absorbed. The half-maximum radius grows from 58.9 to 74.1 $\mu$m.

Such a power calls for a short pulse. Let it be Gaussian in time, with a full width at half maximum $\tau=200$ fs. Its power is $P_{\rm in}e^{-s^2}$, where $s=2\sqrt{\ln2}\,t/\tau$ and $t$ is measured in a frame moving with the pulse. Equation \eqref{main} holds at each instant with $q$ replaced by $qe^{-s^2}$. A slow energy meter collects the whole pulse, so its reading needs a second power-weighted average:
\begin{align}
T_E&=\frac{\displaystyle\int_{-\infty}^{\infty}e^{-s^2}\,
\frac{\ln(1+qe^{-s^2})}{qe^{-s^2}}\,ds}
{\displaystyle\int_{-\infty}^{\infty}e^{-s^2}ds}\nonumber\\
&=\frac1{q\sqrt\pi}\int_{-\infty}^{\infty}\ln(1+qe^{-s^2})\,ds .
\end{align}
Numerical integration at $q=1$ gives $T_E=0.765$. This exceeds 0.693 because the wings of the pulse are weaker than its peak and lose a smaller fraction. The input energy is $P_{\rm in}\tau\sqrt{\pi/(4\ln2)}=0.84\ \mu$J.

\subsection*{How well a real wafer fits the model}

\textbf{Sideways motion.} With refractive index $n=3.48$, the Rayleigh length in silicon is $\pi w^2n/\lambda=70.5$ mm, and $L$ is only 0.7\% of it. Diffraction is therefore negligible. The intensity also raises the index by $n_2I$, with roughly $n_2=5\times10^{-14}\ \mathrm{cm^2/W}$, and this makes the beam focus itself. With $k_0=2\pi/\lambda$, the extra phase on the axis is
\begin{equation}
\int_0^L\frac{k_0n_2I_0\,dz}{1+\beta I_0z}
=\frac{k_0n_2}{\beta}\ln(1+q)=1.76\ \mathrm{rad}.
\end{equation}
That is not small, so its effect has to be computed. I solved
\begin{equation}
\frac{\partial A}{\partial z}=\frac{i}{2k_0n}\nabla_\perp^2A
+\left(ik_0n_2-\frac\beta2\right)|A|^2A,\qquad |A|^2=I,
\end{equation}
by a split-step Fourier method, for a beam with a flat wavefront at the front face. The power transmission changes from 0.6931 to 0.6925, while the ratio of exit to entry intensity on the axis rises from 0.500 to 0.509. Light has begun to move inwards, but too little to matter for the power. A much smaller beam or a longer sample at the same $q$ would need a new calculation.

\textbf{Free carriers and pulse spreading.} Each absorbed pair of photons creates an electron and a hole, which absorb light in turn. Their density $N$ and the field at each radius obey
\begin{align}
\frac{\partial N}{\partial t}&=\frac{\beta I^2}{2\hbar\omega},\\
\frac{\partial A}{\partial z}&=-\frac{iD}{2}\frac{\partial^2A}{\partial t^2}
+\left(ik_0n_2-\frac\beta2\right)|A|^2A-\frac{\sigma N}{2}A .
\end{align}
I took the rough values $\sigma=1.45\times10^{-17}\ \mathrm{cm^2}$ for the carrier cross-section and $D=1100\ \mathrm{fs^2/mm}$ for the dispersion. No carriers remain from earlier pulses. The change of index caused by the carriers is left out. It is not small in itself: after the pulse it is about $-0.4\times10^{-3}$ to $-1.1\times10^{-3}$ at the entry, depending on the formula used, against $n_2I_0=1.25\times10^{-3}$. Including it, or including sideways motion together with the time effects, shifts the last entry of the table below by about 0.001 or less and leaves the energy transmission at 0.754. The same numerical method then gives these ratios of output to input power at the centre of the pulse:
\begin{center}
\begin{tabular}{lc}
two-photon absorption alone & 0.693\\
with free carriers & 0.683\\
with dispersion and index change $n_2I$ & 0.675\\
with all of these & 0.666
\end{tabular}
\end{center}
The third value is lower for a reason other than extra absorption. The phase due to the index change $n_2I$ follows the rise and fall of the intensity. It lowers the optical frequency on the rising edge of the pulse and raises it on the falling edge. For positive $D$ the lower frequencies travel faster, so the pulse spreads and power leaves its centre. With all the effects in the table included, the energy transmission is 0.754 instead of 0.765, a relative change of about 1.4\%. The power ratio at the centre changes by about 4\%.

\textbf{Uncertain $\beta$.} This matters more. At fixed intensity and length, a $\beta$ that is 30\% lower or higher gives $T=0.758$ or 0.641. Reported values of $\beta$ at this wavelength scatter by more than 30\%; a value of 0.45 cm/GW would give $T=0.793$. The third digit of $\ln2$ belongs to the mathematics and not to a prediction for a particular wafer.

\textbf{Faces.} The intensity $I_0$ and both powers refer to the inside of the wafer. An uncoated face reflects $R=[(n-1)/(n+1)]^2=0.306$ at normal incidence. The intensity outside must then be $25/(1-R)=36\ \mathrm{GW/cm^2}$. The first pulse to emerge carries $(1-R)^2\times0.693=0.333$ of the incident power at its peak, in the simple model. Ratios measured outside must therefore be corrected for reflections unless the faces are coated. Even then, 0.693 is the ratio at the peak of the pulse; a slow energy meter would read $T_E=0.765$ in the simple model.

\textbf{Doping, heat and damage.} Carriers from a doping of $10^{15}\ \mathrm{cm^{-3}}$ would absorb less than 0.1\% over the wafer, if the same $\sigma$ applies to them. The energy absorbed per volume at the entry, on the axis, is $\beta I_0^2\tau\sqrt{\pi/(8\ln2)}$. Divided by $2\hbar\omega$, it gives about $2.9\times10^{17}$ electron--hole pairs per $\mathrm{cm^3}$. Divided by a heat capacity of about $1.66\ \mathrm{J/(cm^3\,K)}$, it gives a temperature rise of 0.045 K for a single pulse if all of it turns into heat; a rapid train of pulses can heat the wafer more. The axial pulse energy per area is 5.3 $\mathrm{mJ/cm^2}$, well below a rough damage scale of 200 $\mathrm{mJ/cm^2}$, though the real threshold depends on the surface and the pulse.

The example is thus a reasonable case for a wafer and an amplified femtosecond laser. It is not a model of a silicon waveguide. There the mode keeps its shape, so the transmission has the form $1/(1+cq)$, as in the calculation that gave your $2/3$. The value $c=1/2$ belongs to a Gaussian mode; other mode shapes give other values, for example $c=9/16$ and $T=0.64$ at $q=1$ for an intensity that varies as $\cos^2$ in each transverse direction. Megawatt powers are also far outside normal use in such a guide. With much longer pulses at the same intensity, more carriers build up while the pulse is still passing, and their absorption, which \eqref{main} leaves out, can no longer be neglected.
